# A failing check and its repair

Subject: Does an ultrawide band gap make donors deep in Ga2O3?.

```python
# Result under test: a hydrogenic donor has binding E_d = Ry*m_r/eps_s**2 and
# radius a = a0*eps_s/m_r, with no explicit dependence on the band gap.
# m_r: band mass / free mass; eps_s, eps_inf: static and high-frequency
# relative permittivity. Parameters are rough typical beta-Ga2O3 values.
# Lattice correction: lengths in a, energies in E_d, w = phonon energy / E_d,
# eta = eps_s/eps_inf - 1, alpha = eta/sqrt(w) (polar coupling constant).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

m_r, eps_s, eps_inf = 0.28, 10.0, 3.6
gap, phonon = 4.8, 0.044                 # eV
donors, temperature = 1e17, 300.0        # cm^-3, K
rydberg = sc.value('Rydberg constant times hc in eV')
bohr = sc.value('Bohr radius') * 1e9     # nm


def binding(mass, eps):
    return rydberg * mass / eps**2


E_d = binding(m_r, eps_s)
a = bohr * eps_s / m_r

# Radial diagonalization in nm and eV, optionally with a core well.
kinetic = sc.hbar**2 / (2 * m_r * sc.m_e) / sc.e * 1e18
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
step = 0.01
radius = step * np.arange(1, 4001)
core_radius = 0.2


def diagonalized_binding(depth=0.0):
    inside = np.clip((core_radius - radius) / step + 0.5, 0, 1)
    potential = -coulomb / (eps_s * radius) - depth * inside
    diagonal = 2 * kinetic / step**2 + potential
    off = np.full(len(radius) - 1, -kinetic / step**2)
    level = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                             select='i', select_range=(0, 0))
    return -level[0]


E_grid = diagonalized_binding()
assert abs(E_grid / E_d - 1) < 1e-3
x = core_radius / a
core_probability = 1 - np.exp(-2*x) * (1 + 2*x + 2*x*x)
small_shift = diagonalized_binding(0.05) - E_grid
assert abs(small_shift / (0.05 * core_probability) - 1) < 0.05
core_shift_1 = diagonalized_binding(1.0) - E_grid
core_shift_3 = diagonalized_binding(3.0) - E_grid

# Two-band model: curvature of the upper band from diagonalization.
E_P = gap * (1 / m_r - 1)


def two_band_mass(band_gap):
    return 1 / (1 + E_P / band_gap)


def upper_band(k, band_gap):             # free kinetic energy is k*k eV
    p = np.sqrt(E_P) * k
    return np.linalg.eigvalsh([[band_gap + k*k, p], [p, k*k]])[-1]


for trial_gap in (gap / 2, gap, 2 * gap):
    dk = 1e-3
    curvature = (upper_band(dk, trial_gap) - trial_gap) / dk**2
    assert abs(curvature * two_band_mass(trial_gap) - 1) < 1e-4

# Mean squared kinetic energy of 1s from its momentum distribution.
p4 = quad(lambda p: 32/np.pi * p**6 / (1 + p*p)**4, 0, np.inf)[0]
assert abs(p4 - 5) < 1e-6
nonparabolic = 5 * E_d**2 / gap


# Second-order lattice correction by partial waves on a radial grid.
def partial_waves(w, charge, n_l=60, h=0.005, r_max=20.0):
    n = int(round(r_max / h))
    r = h * np.arange(1, n + 1)
    l = np.arange(n_l)
    u = 2 * r * np.exp(-r)
    diag = 2 + h*h * (l*(l + 1) / r[:, None]**2 + w + 1
                      - 2*charge / r[:, None])
    back = np.zeros((n + 1, n_l))
    for i in range(n - 1, -1, -1):
        back[i] = 1 / (diag[i] - back[i + 1])
    shrink = (r[:-1] / r[1:])[:, None]**l
    forward, inner, total = np.zeros(n_l), np.zeros(n_l), np.zeros(n_l)
    for i in range(n):
        if i:
            inner = (inner + u[i - 1]) * forward * shrink[i - 1]
        green = 1 / (diag[i] - forward - back[i + 1])
        total += u[i] * green * (u[i] + 2*inner) / r[i]
        forward = 1 / (diag[i] - forward)
    return h**3 * total


def free_part(w):
    b = 1 + np.sqrt(1 + w)
    return 1/b + 1/b**2 + 2/(3*b**3)


def lattice_factor(w):                   # extra binding / (alpha*E_d)
    remainder = np.sum(partial_waves(w, 1) - partial_waves(w, 0))
    return w**1.5 * (free_part(w) + remainder) - w


eta = eps_s / eps_inf - 1
w0 = phonon / E_d
alpha = eta / np.sqrt(w0)
kappa = np.sqrt(1 + w0)
momentum_value = quad(lambda p: 32/np.pi * p / (1 + p*p)**4 * 2
                      * p / 2 * np.arctan(p/kappa) / p * p
                      if p > 0 else 0.0, 0, np.inf)[0]
# The 1s momentum density is (32/pi)*p^2/(1+p^2)^4.
assert abs(momentum_value / free_part(w0) - 1) < 1e-6
# Omitted free waves fall as 0.75/(l+1/2)^2; their sum is 0.75/60.
free_sum = np.sum(partial_waves(w0, 0)) + 0.75 / 60
assert abs(free_sum - free_part(w0)) < 2e-3
fast_factor = lattice_factor(30.0)
assert abs(fast_factor - 1/6) < 0.01     # finite-frequency remainder


def lattice_shift(phonon_energy):
    w = phonon_energy / E_d
    return E_d * eta / np.sqrt(w) * lattice_factor(w)


shift_30, shift_44, shift_80 = [lattice_shift(e)
                                for e in (0.030, phonon, 0.080)]


# Donor ionization; density of states in cm^-3.
def conduction_density(temp):
    return 2 * (m_r * sc.m_e * sc.k * temp
                / (2*np.pi*sc.hbar**2))**1.5 * 1e-6


def ionized(energy, temp, bound_weight=2.0):
    kt = sc.k * temp / sc.e
    n1 = conduction_density(temp) / bound_weight * np.exp(-energy/kt)
    n = 2*donors / (1 + np.sqrt(1 + 4*donors/n1))
    return n / donors


kT = sc.k * temperature / sc.e
N_c = conduction_density(temperature)


def neutrality(level):
    integral = quad(lambda y: 2*y*y / (1 + np.exp(y*y - level)), 0, 12)[0]
    electrons = N_c * 2/np.sqrt(np.pi) * integral
    return electrons - donors / (1 + 2*np.exp(level + E_d/kT))


level = brentq(neutrality, -15, 3)
full_fraction = 1 / (1 + 2*np.exp(level + E_d/kT))
fraction = ionized(E_d, temperature)
assert abs(full_fraction / fraction - 1) < 0.02
weight_2 = 2 * (1 + 4*np.exp(-0.75*E_d/kT))
fraction_excited = ionized(E_d, temperature, weight_2)
fraction_deep = ionized(0.5, temperature)

# Field at which the potential saddle reaches the unperturbed level.
saddle = minimize_scalar(lambda z: 2/z + z/8, bounds=(0.5, 20),
                         method='bounded')
assert abs(saddle.fun - 1) < 1e-6
field = E_d / (8*a) * 10                # V/nm to MV/cm
mott = (0.25 / (a*1e-7))**3


def show(label, value, unit='', digits=4):
    print(f'{label}: {value:.{digits}g} {unit}'.rstrip())


show('band mass / free mass', m_r)
show('static permittivity', eps_s)
show('high-frequency permittivity', eps_inf)
show('gap', gap, 'eV')
show('hydrogen Rydberg energy', rydberg, 'eV', 6)
show('hydrogen Bohr radius', bohr, 'nm', 5)
show('donor binding, formula', 1e3*E_d, 'meV')
show('donor binding, grid', 1e3*E_grid, 'meV')
show('donor radius', a, 'nm')
show('binding / gap', 100*E_d/gap, '%', 3)
show('two-band energy E_P', E_P, 'eV')
for g in (gap/2, 2*gap):
    mass = two_band_mass(g)
    show(f'mass ratio at gap {g:.1f} eV', mass)
    show(f'binding at gap {g:.1f} eV', 1e3*binding(mass, eps_s), 'meV')
show('binding limit, free mass', 1e3*binding(1, eps_s), 'meV')
show('nonparabolic size', 1e3*nonparabolic, 'meV', 3)
show('binding with eps_inf only', 1e3*binding(m_r, eps_inf), 'meV')
show('effective phonon energy', 1e3*phonon, 'meV')
show('phonon energy / binding', w0)
show('polar coupling alpha', alpha, '', 3)
show('lattice factor at w=30', fast_factor, '', 3)
show('extra binding, 30 meV phonon', 1e3*shift_30, 'meV', 3)
show('extra binding, 44 meV phonon', 1e3*shift_44, 'meV', 3)
show('extra binding, 80 meV phonon', 1e3*shift_80, 'meV', 3)
show('binding with 44 meV phonon', 1e3*(E_d+shift_44), 'meV', 3)
show('core radius', core_radius, 'nm')
show('probability in core', 100*core_probability, '%', 3)
show('shift, 1 eV core well', 1e3*core_shift_1, 'meV', 3)
show('shift, 3 eV core well', 1e3*core_shift_3, 'meV', 3)
for mass in (0.26, 0.30):
    show(f'binding at mass {mass:.2f}', 1e3*binding(mass, eps_s), 'meV')
for eps in (9, 12):
    show(f'binding at permittivity {eps}', 1e3*binding(m_r, eps), 'meV')
show('donor density', donors, 'cm^-3')
show('temperature', temperature, 'K')
show('thermal energy', 1e3*kT, 'meV')
show('conduction density N_c', N_c, 'cm^-3', 3)
show('ionized fraction', 100*fraction, '%', 3)
show('same, full Fermi statistics', 100*full_fraction, '%', 3)
show('same, with n=2 donor states', 100*fraction_excited, '%', 3)
show('ionized if binding were 0.5 eV', 100*fraction_deep, '%', 3)
show('ionized fraction at 500 K', 100*ionized(E_d, 500), '%', 3)
show('saddle field', field, 'MV/cm', 3)
show('1 MV/cm / saddle field', 1/field, '', 3)
show('Mott density estimate', mott, 'cm^-3', 2)
print('OK')
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 118, in <module>
    assert abs(momentum_value / free_part(w0) - 1) < 1e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The integrand of the momentum-space check carried one factor of p too many, so it did not compute the 1s average of arctan(p/κ)/p that the closed free-part formula represents. The integrand is now written as the momentum density times arctan(p/κ)/p. The closed formula, the tested quantity and all tolerances are unchanged, and no test is removed.

The change:

```diff
@@ -70,6 +70,11 @@
     assert abs(curvature * two_band_mass(trial_gap) - 1) < 1e-4
 
+
+def momentum_density(p):                 # radial, 1s state, p in 1/a
+    return 32/np.pi * p*p / (1 + p*p)**4
+
+
 # Mean squared kinetic energy of 1s from its momentum distribution.
-p4 = quad(lambda p: 32/np.pi * p**6 / (1 + p*p)**4, 0, np.inf)[0]
+p4 = quad(lambda p: momentum_density(p) * p**4, 0, np.inf)[0]
 assert abs(p4 - 5) < 1e-6
 nonparabolic = 5 * E_d**2 / gap
@@ -112,8 +117,12 @@
 alpha = eta / np.sqrt(w0)
 kappa = np.sqrt(1 + w0)
-momentum_value = quad(lambda p: 32/np.pi * p / (1 + p*p)**4 * 2
-                      * p / 2 * np.arctan(p/kappa) / p * p
-                      if p > 0 else 0.0, 0, np.inf)[0]
-# The 1s momentum density is (32/pi)*p^2/(1+p^2)^4.
+
+
+def free_integrand(p):                   # arctan(p/kappa)/p -> 1/kappa at 0
+    average = np.arctan(p/kappa) / p if p > 0 else 1/kappa
+    return momentum_density(p) * average
+
+
+momentum_value = quad(free_integrand, 0, np.inf)[0]
 assert abs(momentum_value / free_part(w0) - 1) < 1e-6
 # Omitted free waves fall as 0.75/(l+1/2)^2; their sum is 0.75/60.
```

Output now:

```
band mass / free mass: 0.28
static permittivity: 10
high-frequency permittivity: 3.6
gap: 4.8 eV
hydrogen Rydberg energy: 13.6057 eV
hydrogen Bohr radius: 0.052918 nm
donor binding, formula: 38.1 meV
donor binding, grid: 38.1 meV
donor radius: 1.89 nm
binding / gap: 0.794 %
two-band energy E_P: 12.34 eV
mass ratio at gap 2.4 eV: 0.1628
binding at gap 2.4 eV: 22.15 meV
mass ratio at gap 9.6 eV: 0.4375
binding at gap 9.6 eV: 59.52 meV
binding limit, free mass: 136.1 meV
nonparabolic size: 1.51 meV
binding with eps_inf only: 294 meV
effective phonon energy: 44 meV
phonon energy / binding: 1.155
polar coupling alpha: 1.65
lattice factor at w=30: 0.167
extra binding, 30 meV phonon: 12.6 meV
extra binding, 44 meV phonon: 10.6 meV
extra binding, 80 meV phonon: 7.91 meV
binding with 44 meV phonon: 48.7 meV
core radius: 0.2 nm
probability in core: 0.135 %
shift, 1 eV core well: 1.61 meV
shift, 3 eV core well: 7.79 meV
binding at mass 0.26: 35.37 meV
binding at mass 0.30: 40.82 meV
binding at permittivity 9: 47.03 meV
binding at permittivity 12: 26.46 meV
donor density: 1e+17 cm^-3
temperature: 300 K
thermal energy: 25.85 meV
conduction density N_c: 3.72e+18 cm^-3
ionized fraction: 83.6 %
same, full Fermi statistics: 83.5 %
same, with n=2 donor states: 71.8 %
ionized if binding were 0.5 eV: 0.0272 %
ionized fraction at 500 K: 94.6 %
saddle field: 0.0252 MV/cm
1 MV/cm / saddle field: 39.7
Mott density estimate: 2.3e+18 cm^-3
OK
```
